# When a stiff film on a deep, soft substrate wrinkles, part 1

(Sections cited here and not found follow in the second part.)

## First half: the film, the substrate and the bond

Q: I am told that a stiff film bonded to a deep compliant substrate wrinkles when the compressive strain reaches $\frac14(3E_s/E_f)^{2/3}$. The film thickness is absent, and so is any detail of the bond. Before I believe that, tell me what is being compressed, and how.

A: Let $x$ be the direction of compression, and let $z$ point upwards out of the substrate. The substrate fills $z<0$, and the film, of thickness $h$, sits on top. Nothing varies along $y$, and no strain along $y$ is added when the film wrinkles. That is plane strain. The film's compressive strain along $x$ is $\varepsilon$, counted positive in compression and measured from the state in which the film carries no net in-plane force. It is held fixed while we ask whether the flat film is stable. Both materials are linearly elastic, and $E_s/E_f$ is small.

Q: And the two moduli? A film has a free top, whereas the inside of a substrate does not.

A: A modulus of the same form serves for both, but for the film it follows directly from Hooke's law. Write

$$\sigma_{xx}=c_{xx}e_{xx}+c_{xz}e_{zz},\qquad \sigma_{zz}=c_{xz}e_{xx}+c_{zz}e_{zz},$$

with $e_{yy}=0$. The top of the film is free and the substrate presses only weakly on the bottom, so $\sigma_{zz}=0$ to leading order. Hence $e_{zz}=-(c_{xz}/c_{zz})e_{xx}$, and

$$\sigma_{xx}=E_f\,e_{xx},\qquad E_f=c_{xx}-\frac{c_{xz}^2}{c_{zz}} .$$

For an isotropic material with Young's modulus $E$ and Poisson ratio $\nu$, $c_{xx}=c_{zz}=E(1-\nu)/[(1+\nu)(1-2\nu)]$ and $c_{xz}=E\nu/[(1+\nu)(1-2\nu)]$. Then

$$E_f=\frac{E}{(1+\nu)(1-2\nu)}\,\frac{(1-\nu)^2-\nu^2}{1-\nu}=\frac{E}{1-\nu^2},$$

because $(1-\nu)^2-\nu^2=1-2\nu$. For the substrate we define $E_s=E/(1-\nu^2)$ with its own constants. From here on, $\nu$ without a label is the Poisson ratio of the substrate.

Q: Why should a compressed film want to leave its plane at all? Bending costs energy.

A: Bending costs energy, but a tilted piece of film is longer than its projection, so tilting relieves compression. To compare the two, let the mid-plane of the film move by $u(x)$ along $x$ and $w(x)$ along $z$. A cross-section that was normal to the mid-plane is taken to stay normal. At height $\zeta$ above the mid-plane the strain is then

$$e=-\varepsilon+u'+\tfrac12 w'^2-\zeta w'' .$$

The term $\tfrac12w'^2$ is the stretch due to tilt. The last term is bending: where the film curves upwards, $w''>0$, and its upper side is shortened.

The elastic energy per unit area is $\tfrac12E_f\int e^2\,d\zeta$ over $-h/2<\zeta<h/2$. Terms linear in $\zeta$ integrate to zero and $\int\zeta^2d\zeta=h^3/12$, so it equals

$$\frac{E_fh}{2}\left(-\varepsilon+u'+\tfrac12w'^2\right)^2+\frac{E_fh^3}{24}w''^2 .$$

Expand this to second order in $u$ and $w$. There is a constant, and a linear term $-E_fh\varepsilon u'$ which integrates to zero because the overall compression is held fixed. The quadratic terms are

$$\frac{E_fh}{2}u'^2-\frac{E_fh\varepsilon}{2}w'^2+\frac{E_fh^3}{24}w''^2 .$$

The product $u'w'^2$ is of third order and plays no part in the onset. The middle term is the gain from tilting. It is the compressive force per unit width, $E_fh\varepsilon$, times the shortening $\tfrac12w'^2$.

Q: You kept cross-sections normal. Films can also shear through their thickness.

A: They can, and we can estimate the effect. For a wave of amplitude $A$ and wavenumber $k$, the transverse shear force is of size $E_fh^3k^3A/12$. Divided by $Gh$, with $G$ the film's shear modulus, it gives a shear strain of size $E_fh^2k^3A/(12G)$. The slope is of size $kA$. Their ratio is of order $(kh)^2$, since $E_f/G$ is of order one. So plate theory is a long-wave theory, and we must confirm at the end that $kh$ is small.

Q: Then the film alone would choose the longest wave available, where bending costs least. The substrate must be what prevents that. How stiff is it against a wave?

A: That needs the elastic solution for the half-space. Set

$$u_x=U(z)\sin kx,\qquad u_z=W(z)\cos kx,$$

with surface values $U(0)=U_0$ and $W(0)=W_0$, and decay as $z\to-\infty$. Let $\mu$ be the shear modulus and $\Delta=\partial_xu_x+\partial_zu_z$ the dilatation. Equilibrium without body force reads

$$(1-2\nu)\nabla^2\mathbf u+\nabla\Delta=0 .$$

Taking the divergence gives $2(1-\nu)\nabla^2\Delta=0$, so the decaying dilatation is proportional to $e^{kz}\cos kx$. Each displacement component therefore obeys an equation of the form $U''-k^2U\propto e^{kz}$. The right side is itself a solution of the homogeneous equation, so the particular solution is proportional to $ze^{kz}$. The general decaying form is

$$U=(U_0+bkz)e^{kz},\qquad W=(W_0+dkz)e^{kz}.$$

Q: That leaves two unknown constants for two given surface displacements. What fixes them?

A: The equilibrium equations do. The amplitude of $\Delta$ is

$$kU+W'=k\left[U_0+W_0+d+(b+d)kz\right]e^{kz}.$$

We have just shown that it contains no term in $ze^{kz}$, so $d=-b$. Differentiating twice gives $U''-k^2U=2bk^2e^{kz}$. Since $\partial_x\cos kx=-k\sin kx$, the $x$ equation becomes

$$2(1-2\nu)bk^2-k^2(U_0+W_0-b)=0,$$

$$b=\frac{U_0+W_0}{3-4\nu}.$$

In the $z$ equation, $W''-k^2W=-2bk^2e^{kz}$ and $\partial_z\Delta$ contributes $+k^2(U_0+W_0-b)e^{kz}$. It is the same condition with the opposite overall sign, so nothing is over-determined.

Q: Now the forces on the surface, with the signs, please.

A: The outward normal of the substrate is $+z$, so the tractions applied to it are $\sigma_{xz}$ and $\sigma_{zz}$. For the normal one, $\sigma_{zz}=\lambda\Delta+2\mu\,\partial_zu_z$ with $\lambda=2\mu\nu/(1-2\nu)$. At $z=0$ the $x$ equation gives the amplitude of $\Delta$ as $k(U_0+W_0-b)=2(1-2\nu)bk$, hence $\lambda\Delta\to4\mu\nu kb$. Also $W'(0)=k(W_0-b)$. The amplitude of $\sigma_{zz}$ is

$$4\mu\nu kb+2\mu k(W_0-b)=2\mu k\left[W_0-(1-2\nu)b\right].$$

Inserting $b$, the coefficient of $W_0$ is $(3-4\nu-1+2\nu)/(3-4\nu)$, and so

$$\sigma_{zz}\to\frac{2\mu k}{3-4\nu}\left[2(1-\nu)W_0-(1-2\nu)U_0\right].$$

The shear traction is $\mu(\partial_zu_x+\partial_xu_z)$, with amplitude $\mu(U'-kW)$ at the surface:

$$\mu k(U_0+b-W_0)=\frac{2\mu k}{3-4\nu}\left[2(1-\nu)U_0-(1-2\nu)W_0\right].$$

The cross coefficients are equal, as they must be for forces that derive from an energy. The stiffness is proportional to $k$, for a simple reason. A wave of amplitude $A$ strains the substrate by about $kA$ to a depth of about $1/k$, so its energy per area is of size $\mu(kA)^2/k=\mu kA^2$. A long wave disturbs more material, but much more gently.

Q: You have a two-by-two stiffness. The formula I was given has room for one number. Which number depends on what the interface does sideways, surely?

A: It does, and this is where the word "bonded" needs care. There are two simple limits. In the first, the interface slips freely but does not open. The shear traction is zero, so

$$U_0=\frac{1-2\nu}{2(1-\nu)}W_0 .$$

Putting this into the normal traction gives the bracket

$$2(1-\nu)-\frac{(1-2\nu)^2}{2(1-\nu)}=\frac{4(1-\nu)^2-(1-2\nu)^2}{2(1-\nu)}=\frac{3-4\nu}{2(1-\nu)},$$

where the difference of squares factors into $1\times(3-4\nu)$. Therefore

$$\sigma_{zz}\to\frac{\mu k}{1-\nu}W_0=\frac{E_sk}{2}W_0,$$

since $E=2\mu(1+\nu)$ makes $E_s=2\mu/(1-\nu)$.

In the second limit the surface is not allowed to move sideways: $U_0=0$. Then

$$\sigma_{zz}\to\frac{4\mu(1-\nu)k}{3-4\nu}W_0=g\,\frac{E_sk}{2}W_0,\qquad g=\frac{4(1-\nu)^2}{3-4\nu}.$$

Because $4(1-\nu)^2-(3-4\nu)=(1-2\nu)^2$, we may also write

$$g=1+\frac{(1-2\nu)^2}{3-4\nu}.$$

So $g\ge1$: forbidding a motion cannot soften the substrate. The two limits agree at $\nu=\tfrac12$, where a normal wave load produces no sideways motion of the surface in the first place.

Q: A real bonded film is neither. It transmits shear, but it can also stretch a little. Which limit does it approach?

A: Let the energy decide. Put $w=A\cos kx$ and $u=U_m\sin kx$. The underside is at $\zeta=-h/2$, where the sideways displacement is $u-\zeta w'=u+\tfrac h2w'$. Continuity at the bond then requires

$$W_0=A,\qquad U_0=U_m-\tfrac12khA .$$

The energy stored in the linear substrate is half the work of its surface tractions on their displacements. Averaging $\sin^2$ and $\cos^2$ gives another factor of one half everywhere. The second-order energy per area is therefore $\tfrac14\Pi$, with

$$\Pi=E_fhk^2U_m^2-E_fh\varepsilon k^2A^2+\frac{E_fh^3k^4}{12}A^2+Q_s,$$

$$Q_s=\frac{2\mu k}{3-4\nu}\left[2(1-\nu)(U_0^2+A^2)-2(1-2\nu)U_0A\right].$$

Minimising over the film's stretching $U_m$ gives

$$E_fhk^2U_m=-\frac{2\mu k}{3-4\nu}\left[2(1-\nu)U_0-(1-2\nu)A\right].$$

So $U_m/A$ is at most of order $E_s/(E_fkh)$. If $(kh)^3$ turns out to be of order $E_s/E_f$, which we shall have to verify, this ratio is of order $(kh)^2$. The mid-plane hardly moves sideways, because stretching the film is so expensive. What remains is $U_0\approx-\tfrac12khA$, due to the rotation of the film, and this is small too. Hence the bonded film approaches the limit $U_0=0$, with stiffness $gE_sk/2$.

Q: Then for a compressible substrate the formula I quoted is wrong for a bonded film, even when the film is extremely stiff?

A: Yes, unless $E_s$ is replaced by $gE_s$. As quoted, it needs either an incompressible substrate or an interface that slips without shear. With that settled, the leading form of the energy is

$$\Pi=\left[-E_fh\varepsilon k^2+\frac{E_fh^3k^4}{12}+\frac{gE_sk}{2}\right]A^2 .$$

The flat film is stable against this wave while the bracket is positive. The bracket vanishes at

$$\varepsilon(k)=\frac{(kh)^2}{12}+\frac{gE_s}{2E_f\,kh},$$

as one sees by dividing by $E_fhk^2$. For a slipping interface, set $g=1$.

## Second half: the threshold and a germanium membrane

Q: Let me have the pieces in one place before I object further.

A: The film has thickness $h$ and plane-strain modulus $E_f$. The substrate is deep, with plane-strain modulus $E_s$ and Poisson ratio $\nu$. The film's compressive strain from its force-free state is $\varepsilon$. A wave of wavenumber $k$ destabilises the flat film at

$$\varepsilon(k)=\frac{\eta^2}{12}+\frac{gE_s}{2E_f\eta},\qquad \eta=kh .$$

The first term comes from bending and the second from the substrate. For a slipping interface $g=1$. For a bonded one $g=4(1-\nu)^2/(3-4\nu)$, which is also 1 when $\nu=\tfrac12$. We assumed that $\eta$ is small and that $\eta^3$ is of order $E_s/E_f$.

Q: There is a different strain for every wave. Which one matters?

A: The lowest, because the compression is raised from zero and the film is long enough for any $k$ to be available. Differentiate:

$$\frac{d\varepsilon}{d\eta}=\frac{\eta}{6}-\frac{gE_s}{2E_f\eta^2}=0
\quad\Longrightarrow\quad \eta_c^3=\frac{3gE_s}{E_f}.$$

The second derivative, $\tfrac16+gE_s/(E_f\eta^3)$, is positive for every $\eta>0$, so this is the single minimum. Now replace $gE_s/E_f$ by $\eta_c^3/3$ in the second term:

$$\varepsilon_c=\frac{\eta_c^2}{12}+\frac{\eta_c^2}{6}=\frac{\eta_c^2}{4}=\frac14\left(\frac{3gE_s}{E_f}\right)^{2/3}.$$

With $g=1$ this is the formula you brought. Bending supplies one third of it and the substrate two thirds. Both assumptions about $\eta$ are confirmed when $E_s/E_f$ is small.

The thickness has dropped out of the strain because the problem has no other length with which to compare it. It sets the wavelength instead, $\lambda_c=2\pi h/\eta_c$.

Q: How sharply is that wave selected? If the minimum is flat, I would not trust the wavelength.

A: Put $k=xk_c$. The bending third scales as $x^2$ and the substrate's two thirds as $1/x$, so

$$\frac{\varepsilon}{\varepsilon_c}=\frac13\left(x^2+\frac2x\right).$$

Halving the wavenumber raises the required strain by a factor 1.417, and doubling it by 1.667. Close to the minimum the curve is flat to first order, so a small irregularity could shift the observed wavelength more easily than the threshold.

Q: All this rests on plate theory and on your argument about the bond. Has either been put to a test that could have gone against it?

A: Yes. The two-dimensional elastic stability problem can be solved by finite elements through the depth of both layers, with no plate assumption and no use of the half-space solution. Take an isotropic film with Poisson ratio 0.3, bonded to a nearly incompressible substrate with $\nu=0.499$. For $E_s/E_f=10^{-3}$ the computed threshold is 0.5195 % strain and the formula gives 0.5200 %. For $10^{-4}$ the two are 0.1120 % and 0.1120 %. The last digits of the computed values depend on the elastic law assumed at finite strain, at relative order $\varepsilon$: with both layers neo-Hookean they become 0.5180 % and 0.1119 %.

The bond is tested with compressible substrates at $E_s/E_f=10^{-5}$. For $\nu=0$ the bonded film wrinkles at 1.225 times the value of the $g=1$ formula. The factor $g^{2/3}$ predicts 1.211. When the same interface is allowed to slip, the computed ratio falls to 1.000. So the difference between the two interface conditions is real, and it does not disappear merely because the film is very stiff.

The wrinkling threshold now stands derived for both slipping and bonded films, and finite-element calculations confirm that the two differ on a compressible substrate. It remains to explain the small gap between 1.225 and 1.211, and to apply the formula to a germanium membrane and see how far it can be trusted.
